# How a weakly bound guest slows heat at unchanged phonon lifetimes

## What happens

Put a guest atom on a spring inside every cage of a crystal framework, and let the guest's own frequency fall within the range of the framework's acoustic phonons. The acoustic branch and the guest vibration then repel each other. Where they would have crossed, two mixed branches appear, both slower than the original one. If phonon lifetimes fall as the inverse square of the frequency, and phonons of a given frequency live as long as they did before, the heat carried at each wavevector $q$ is multiplied by

$$F=1-\frac{2\mu x\omega_g^2}{\left[x-(1-\mu)\omega_g^2\right]^2+4\mu\omega_g^4},\qquad \tfrac12\le F\le 1 .\tag{1}$$

Here $\mu=m/M$ is the ratio of guest to cage mass, $\omega_g=\sqrt{k/m}$ is the guest frequency with the cage held still, $k$ is the guest spring, and $x=S(q)/M$ is the squared frequency of the empty framework, whose stiffness is $S(q)$. For a germanium framework with a heavy guest, the model below gives a loss of about a quarter.

The result has a condition. Suppose that the damping is friction in the bonds, proportional to their stiffness. Lifetimes then stay unchanged only if the guest's bond is as lossy, relative to its stiffness, as the framework bonds. If all the friction sits in the framework bonds, the slower phonons live longer, and in the weak-damping theory used here the conductivity does not change at all.

## Why: energy crosses the framework bonds alone

**Model.** Each cage is a rigid mass $M$ on a Bravais lattice. The guest spring is equally stiff in all directions, so it does not mix the framework's polarizations, and each can be treated separately. Guests in different cages are not linked directly. For cage displacement $u$ and guest displacement $w$ at wavevector $q$,

$$M\ddot u=-Su-k(u-w),\qquad m\ddot w=-k(w-u).$$

With the variables $\sqrt M\,u$ and $\sqrt m\,w$ the squared frequencies are the eigenvalues of a symmetric matrix. Since $k/M=\mu\omega_g^2$ and $k/\sqrt{Mm}=\sqrt\mu\,\omega_g^2$,

$$D=\begin{pmatrix}x+\mu\omega_g^2&-\sqrt\mu\,\omega_g^2\\-\sqrt\mu\,\omega_g^2&\omega_g^2\end{pmatrix},\qquad \det D=x\omega_g^2 .$$

**Energy shares.** Let $w_j$ be the squared cage component of the normalized eigenvector of mode $j$, so that $w_1+w_2=1$. The potential energy of the mode is proportional to $\omega_j^2$, and the part stored in framework bonds is proportional to $xw_j$. The framework's share is therefore

$$p_j=\frac{x\,w_j}{\omega_j^2}.$$

The two shares add to one. To see this, write the cage element of $D^{-1}$ in two ways. From the eigenvectors it is $\sum_j w_j/\omega_j^2$. From the rule for inverting a $2\times2$ matrix it is $\omega_g^2/\det D=1/x$. Multiplying both by $x$ gives

$$p_1+p_2=1.\tag{2}$$

**Velocities.** Only the first element of $D$ depends on $q$, and its derivative is $S'/M$, where the prime means $d/dq$. The derivative of an eigenvalue is the expectation value of the derivative of the matrix, so $2\omega_jv_j=w_jS'/M$. Substituting $w_j=p_j\omega_j^2/x$ and $x=S/M$,

$$v_j=\frac{w_jS'}{2M\omega_j}=p_j\,\omega_j\,\frac{S'}{2S}.\tag{3}$$

The empty framework has $\omega_0=\sqrt{S/M}$ and $v_0=\omega_0S'/(2S)$, which is the same expression with $p=1$. Equation (3) thus contains the mechanism. Energy passes from cell to cell through framework bonds, and energy held in the guest spring does not travel. The more of its energy a mode keeps there, the slower it is for its frequency.

**Heat conduction.** I treat the phonons as independent carriers, each with the classical heat capacity $k_B$ and with lifetime

$$\tau(\omega)=A/\omega^2 ,$$

an approximation for anharmonic scattering of low-frequency phonons at high temperature. "Unchanged lifetimes" means that $A$ is the same with and without the guest. The framework springs are also held fixed in the comparison. Each mode contributes $k_Bv_j^2\tau_j$. By equation (3) the factors of $\omega_j^2$ cancel:

$$k_B\sum_jv_j^2\tau_j=k_BA\left(\frac{S'}{2S}\right)^2\left(p_1^2+p_2^2\right).\tag{4}$$

The empty framework gives the same prefactor times 1, so $F=p_1^2+p_2^2$. Because the shares add to one, $F$ lies between $\tfrac12$ and 1.

**Closed form.** Squaring equation (2) gives $F=1-2p_1p_2$. The product of the eigenvalues is $\det D$, so

$$p_1p_2=\frac{x^2w_1w_2}{\omega_1^2\omega_2^2}=\frac{x\,w_1w_2}{\omega_g^2}.$$

Write the eigenvectors as a rotation by an angle $\theta$. The off-diagonal element of $D$ then has magnitude $|\omega_1^2-\omega_2^2|\,|\sin\theta\cos\theta|$, and $w_1w_2=\sin^2\theta\cos^2\theta$. Hence

$$w_1w_2=\frac{\mu\omega_g^4}{(\omega_1^2-\omega_2^2)^2},\qquad(\omega_1^2-\omega_2^2)^2=\left[x-(1-\mu)\omega_g^2\right]^2+4\mu\omega_g^4 .$$

The last expression is the squared difference of the diagonal elements plus four times the squared off-diagonal element. Inserting both results gives equation (1).

## Why it is the crossing, and not the added mass

Equation (2) also gives $(p_1-p_2)^2=1-4p_1p_2$. Expanding the numerator over the common denominator turns it into a perfect square:

$$F=\frac12+\frac12\,\frac{\left[x-(1+\mu)\omega_g^2\right]^2}{\left[x-(1-\mu)\omega_g^2\right]^2+4\mu\omega_g^4}.$$

The minimum, $F=\tfrac12$, is at $x=(1+\mu)\omega_g^2$, which is the same as $S/(M+m)=\omega_g^2$. This is where the acoustic branch, slowed by carrying the guest's mass, would meet the guest frequency. The trace of $D$ there is $2(1+\mu)\omega_g^2$ and the determinant is $(1+\mu)\omega_g^4$, so

$$\omega_{1,2}^2=\omega_g^2\left[1+\mu\mp\sqrt{\mu(1+\mu)}\right].$$

Far from this point the effect fades:

- **Long waves**, $x\ll\omega_g^2$: $1-F\approx2\mu x/[(1+\mu)^2\omega_g^2]$. The guest rides along with the cage.
- **Fast framework motion**, $x\gg\omega_g^2$: $1-F\approx2\mu\omega_g^2/x$. The guest is left behind.

A rigidly attached guest is the control case. Its single branch has $\omega^2=S/(M+m)$ and $v=\omega S'/(2S)$, so $v^2\tau=A(S'/2S)^2$, as for the empty framework. The added mass does slow the phonons, but it also lowers their frequency, and the longer lifetime at that frequency makes up the difference. With $A$ held fixed, mass alone costs nothing. Fixed $A$ is exact for viscous bond friction, but not for anharmonic scattering at fixed springs. There a rigid guest stretches the time scale of the classical motion by $\sqrt{1+\mu}$: at given $q$, $\tau$ grows by $\sqrt{1+\mu}$ while $\omega^2$ falls by $1+\mu$, so $A$ and the conductivity fall by the factor $1/\sqrt{1+\mu}$, which is 0.87 for $\mu=0.315$.

A light guest shows the crossing most clearly. For $\mu\ll1$ and $y=x/\omega_g^2-1$ small, the loss becomes a Lorentzian, $1-F\approx2\mu/(y^2+4\mu)$. Its half-width is $2\sqrt\mu$ and its area over $y$ is $2\mu\cdot\pi/(2\sqrt\mu)=\pi\sqrt\mu$. For $\mu=10^{-4}$, integrating the loss from $x=0$ to $4\omega_g^2$ gives 0.998 of this value. For a light guest at fixed frequency $\omega_g$ and weak damping, the loss thus grows as the square root of the guest mass, and a light guest can matter more than its mass suggests. This requires the splitting of the branches at the crossing, about $\sqrt\mu\,\omega_g$, to exceed their linewidth $1/\tau$. For a lighter guest the vibration decays before it has passed from cage to guest, and the loss is smaller.

**A different lifetime law changes the attribution.** If the lifetime is one constant for all modes, what counts is $\sum_jv_j^2$. Using $p_j\omega_j^2=xw_j$ in equation (3),

$$\sum_jv_j^2=v_0^2\,(p_1w_1+p_2w_2).$$

This is also at most $v_0^2$, but a rigid guest now gives $v_0^2/(1+\mu)$, a loss due to mass alone. Any statement about what the crossing does must therefore name the lifetime law.

## When the loss disappears

Suppose that the damping is friction in the bonds, proportional to each bond's stiffness. Let the guest bond be $\lambda$ times as lossy, relative to its stiffness, as the framework bonds. A weakly damped mode then loses energy at a rate weighted by where its potential energy is stored:

$$\frac1{\tau_j}=\frac{\omega_j^2}{A}\left[p_j+\lambda(1-p_j)\right].$$

Putting this lifetime into $v_j^2\tau_j$ replaces $F$ by

$$F_\lambda=\sum_j\frac{p_j^2}{p_j+\lambda(1-p_j)}.\tag{5}$$

There are three cases.

- $\lambda=1$: the bracket is 1, lifetimes follow $A/\omega^2$, and $F_1=F$.
- $\lambda=0$: each term reduces to $p_j$, and $F_0=p_1+p_2=1$. Each mode is slower by $p_j$ than equation (3) with $p=1$ would give, but it lives $1/p_j$ times longer than the law predicts. The conductivity is unchanged.
- $\lambda>1$: lifetimes do shorten, and the loss exceeds that from velocities alone.

A flattened branch is thus not enough to prove a lower conductivity. When the damping is bond friction, the energy parked in the guest must also be lost there.

Equation (5) was tested without using the velocities or lifetimes of the mixed modes. The test integrates over time the correlation of the current through the framework springs, in a filled ring of 12 cages with $\mu=0.3$ and weak bond friction. A weak spring, counted as part of $S$, ties each cage to its site so that the ring cannot drift. The result is divided by the empty ring's value from equation (4), where the shares are replaced by a single $p=1$. For $\lambda=0$, 1 and 3 the ratio to the empty ring is 1.000, 0.793 and 0.653. Each agrees with equation (5), summed over the ring's wavevectors, to within $10^{-4}$.

## How large: a germanium cage framework

The inputs are rounded and lie in the rough regime of guest-filled germanium clathrates. A cage of six germanium atoms has a mass of 435.8 u, and a barium guest has 137.3 u, so $\mu=137.3/435.8=0.315$. The cubic cell edge is $a=0.54$ nm, the empty framework's sound speed is 3000 m/s, the guest frequency is 1.20 THz, and the lifetime is 10 ps at 1 THz. The three polarizations are taken as equal, with

$$S(\mathbf q)=4K\sum_{i=x,y,z}\sin^2(q_ia/2).$$

The sound speed fixes the framework spring at $K=22.3$ N/m. The guest spring is 13.0 N/m, which is not small beside it. "Weakly bound" means here that the guest frequency lies inside the acoustic range.

Along a cube axis the velocities in m/s are:

| $qa/\pi$ | empty | lower | upper | $F$ |
|---|---|---|---|---|
| 0.100 | 2963 | 2545 | 151 | 0.98 |
| 0.250 | 2772 | 2155 | 454 | 0.86 |
| 0.568 | 1884 | 673 | 1150 | 0.50 |
| 0.800 | 927 | 182 | 721 | 0.57 |

The third row is the crossing. The mixed modes there have frequencies of 0.983 and 1.679 THz, and each keeps half of its potential energy in the guest spring. A rigid guest would give 1643 m/s. The lifetime law gives 10.3 ps for the lower mode, 3.55 ps for the upper, and $10/1.376^2=5.28$ ps for the empty branch at 1.376 THz. At fixed $q$ the lifetimes therefore do move, one up and one down, because the frequencies move. What is unchanged is the lifetime at a given frequency. With velocities in km/s and times in ps,

$$\frac{0.673^2\times10.3+1.150^2\times3.55}{1.884^2\times5.28}=\frac{4.7+4.7}{18.7}=0.50 .$$

In three dimensions $S'$ becomes $\partial S/\partial q_x$, while $F$ still depends on $S$ alone. With three polarizations and one cage per volume $a^3$,

$$\kappa=\frac{3k_BA}{a^3}\left\langle\left(\frac{1}{2S}\frac{\partial S}{\partial q_x}\right)^2F\right\rangle,$$

where the brackets average over the Brillouin zone. The integrand grows as $1/q^2$ at small $q$, which the volume element $q^2\,dq$ makes harmless. The result is 1.30 W/(m K) for empty cages and 0.97 W/(m K) for filled ones, a ratio of 0.74. Raising the guest frequency twentyfold, with all else fixed, moves the crossing out of range and returns the ratio to 0.999.

With a constant lifetime the ratio would be 0.71, but a rigid guest would already give 0.76. Most of that loss could be had from mass alone.

## How far to trust the number

For the same inputs, several changes to the model alter the ratio of 0.74 as follows. The effect of unequal polarizations was not estimated.

- **Quantum heat capacity** at 300 K leaves it at 0.74.
- **Overlap of the two branches** through their linewidths also leaves it at 0.74. At the crossing the upper mode's linewidth is $1/(2\pi\times3.55\ \text{ps})=0.045$ THz, against a separation of 0.70 THz.
- **Guest frequency**: lowering it by 20% gives 0.76, and raising it by 20% gives 0.74. Both values are slightly above the starting one, so the ratio has a shallow minimum in between. The thermal guest displacement along one axis is 0.018 nm, and a spring that stiffens or softens over that distance would shift the frequency.
- **Motion inside the cage**: splitting each cage into eight moving parts, at the same sound speed and lifetime law, gives 0.82, and 27 parts give 0.87. The eight-part split also doubles the empty conductivity by adding high-frequency modes far from the crossing, so much of the rise in the ratio is dilution.
- **Unequal bond loss**: $\lambda=0.5$ gives 0.82 and $\lambda=3$ gives 0.58.

The last two matter most. At unchanged lifetimes the loss is 26% for rigid cages and 18% for cages of eight parts, and it is smaller still when the cage is divided more finely.

Real germanium clathrates have room-temperature lattice conductivities of roughly 1 W/(m K) and guest modes near 1 THz. A guest mode measured at long waves corresponds to $\sqrt{1+\mu}\,\omega_g$ in the model, which is 1.38 THz here, so it must be divided by $\sqrt{1+\mu}$ before it is used as $\omega_g$. The model's 0.97 W/(m K) is no confirmation of the mechanism, because it scales directly with the assumed 10 ps. Real frameworks also contain substituted atoms and cages of more than one size, and removing the guests would alter the springs that are held fixed here. The assumption most open to doubt is the unchanged lifetime. First-principles calculations on Ba$_8$Ga$_{16}$Ge$_{30}$ have reported lifetimes about ten times shorter with the guests than without, over a wide frequency range, so in the real material the velocity loss described here may be the smaller part. A guest can open new three-phonon decay channels, which $\lambda>1$ only imitates; at $\lambda=3$ the loss grows from 26% to 42%.

## What to do about it

**To lower conduction**, as in a thermoelectric or thermally insulating layer, choose a guest whose crossing lies well inside the acoustic range, since under the $A/\omega^2$ law the loss is weaker near either end. A crossing exists only if

$$(1+\mu)\,\omega_g^2<\max_q\frac{S(q)}{M}.$$

Near the middle of the range fine tuning brings little, since in the example a 20% change of frequency moved the ratio by less than 0.02. Velocity reduction at a fixed law $A/\omega^2$ cannot take away more than half of the conductivity in this model, because $F\ge\tfrac12$ at every wavevector. A larger measured drop points to something outside the model, such as shorter lifetimes, changed framework springs, another lifetime law or several guest frequencies.

**To keep conduction high**, as in a layer that must spread heat, bind the filler stiffly enough to move the crossing far above the acoustic range. Just outside the range part of the loss remains. Far above it, the long-wave formula applies and the loss fades as $1/\omega_g^2$. This advice holds for the $A/\omega^2$ law with $A$ unchanged. With anharmonic scattering at fixed springs a mass penalty of $1/\sqrt{1+\mu}$ remains, and with a constant lifetime the penalty is $1/(1+\mu)$.

**To identify the cause** in a given material, compare linewidths at equal frequency, not at equal wavevector, with and without the guest. If they agree and follow $A/\omega^2$, the velocity loss of equation (1) acts in full. If the lifetime has doubled near the crossing but is unchanged for long waves on the lower branch, where $p_j\approx1$, the data fit bond friction with $\lambda=0$, and in that case the flattened branches do not lower the conductivity. If it has doubled at all frequencies, $A$ itself has changed, and the velocity loss remains. If the lifetime has fallen, scattering and velocity act together. Equation (5) describes their joint effect only if the fall follows the guest's share of the energy, $1-p_j$. A fall by the same factor at all frequencies is a smaller $A$, which multiplies the velocity loss. The full set of values is in the numerical output.

## Numbers as computed

```
INPUTS (rough, rounded)
cage mass 435.8 u, guest mass 137.3 u
mass ratio mu = 0.3151
cell edge 0.54 nm, empty sound speed 3000 m/s
guest frequency 1.20 THz, temperature 300 K
lifetime at 1 THz 10.0 ps
guest spring 12.96 N/m
host spring 22.33 N/m
ALONG [100]: f in THz, v in m/s; 0 empty, 1 lower, 2 upper
qa/pi    f0    f1    f2    v0    v1    v2   p1    F
0.100 0.277 0.240 1.383  2963  2545   151 0.990 0.980
0.250 0.677 0.571 1.423  2772  2155   454 0.922 0.856
0.568 1.376 0.983 1.679  1884   673  1150 0.500 0.500
0.600 1.431 1.002 1.714  1763   568  1140 0.460 0.503
0.800 1.682 1.066 1.894   927   182   721 0.309 0.573
crossing (third row): qa/pi = 0.568
rigid-guest velocity there 1643 m/s
branch separation there 0.696 THz
lifetimes there: lower 10.34 ps, upper 3.55 ps
CONDUCTIVITY, same law tau = A/omega^2
empty cages 1.303 W/(m K)
weakly bound guest 0.967 W/(m K)
ratio filled/empty 0.7422; from frequencies alone 0.7422
ratio with guest frequency 20 times higher 0.9988
CONSTANT LIFETIME instead
ratio weak guest 0.7127, rigid guest 0.7604
RING TEST (mu = 0.3), current correlation, filled/empty
guest-bond loss 0, 1, 3: 1.00000, 0.79263, 0.65288
light guest mu = 1e-04: loss area/(pi sqrt mu) = 0.9984
NEGLECTED EFFECTS: ratio filled/empty becomes
quantum heat capacity at 300 K: 0.7423
finite linewidth, branch overlap: 0.7425
guest-bond loss 0.0 times host: 1.0000
guest-bond loss 0.5 times host: 0.8228
guest-bond loss 3.0 times host: 0.5843
guest frequency 20% lower: 0.7583
guest frequency 20% higher: 0.7439
cage split into eight moving parts: 0.819
rms guest displacement in cage, one axis: 0.0179 nm
```
